\section*{Can a stable electron gas have a negative static dielectric function?}

\section{Question}

I am computing static screening in a homogeneous electron gas as preparation for a $GW$ calculation. In the random-phase approximation (RPA) I find $\epsilon(q,0)>1$ at every wave number. When I add a local-field factor taken from the local density approximation, at $r_s=8$ and $q=1.5\,k_F$, I get $\epsilon\approx-6.5$. This seems to contradict causality. The Kramers--Kronig relation reads
\begin{equation}
\epsilon(q,0)=1+\frac{2}{\pi}\int_0^\infty d\omega\,\frac{\operatorname{Im}\epsilon(q,\omega)}{\omega},
\label{naive}
\end{equation}
and with $\operatorname{Im}\epsilon\ge0$ the right side cannot be below one. Is the local-field factor wrong, is the gas unstable, or is the argument at fault?

\section{Answer}

The argument is at fault: equation \eqref{naive} assumes that $\epsilon$ has no pole in the upper half of the frequency plane, and here it has one. The function that must be free of such poles is $1/\epsilon$.

\subsection{What is bounded, and why}

Take a homogeneous gas on a rigid neutralizing background, at zero temperature, in a large volume $\mathcal V$, and let $q>0$. The potentials $\phi_{\rm ext}$ and $\phi_{\rm tot}$ below are electrostatic potential energies of a test charge $-e$. An external charge produces $\phi_{\rm ext}\cos(\mathbf q\cdot\mathbf r)$, and the electron density changes by $n_{\rm ind}\cos(\mathbf q\cdot\mathbf r)$. Poisson's equation gives
\begin{equation}
\phi_{\rm tot}=\phi_{\rm ext}+v\,n_{\rm ind},\qquad v=\frac{e^2}{\epsilon_0q^2}.
\end{equation}
With $n_{\rm ind}=\chi\phi_{\rm ext}$ and the definition $\epsilon=\phi_{\rm ext}/\phi_{\rm tot}$,
\begin{equation}
\frac1\epsilon=1+v\chi .
\label{inv}
\end{equation}

The sign of the static $\chi$ follows from perturbation theory. The perturbation is $\phi_{\rm ext}A$ with $A=\sum_i\cos(\mathbf q\cdot\mathbf r_i)$. To first order the ground state becomes
\begin{equation}
|\psi\rangle=|0\rangle-\phi_{\rm ext}\sum_{m\ne0}|m\rangle\frac{\langle m|A|0\rangle}{E_m-E_0}.
\end{equation}
Homogeneity makes $\langle0|A|0\rangle=0$, so the two cross terms give $\langle A\rangle=-2\phi_{\rm ext}\sum_m|\langle m|A|0\rangle|^2/(E_m-E_0)$. The induced density gives $\langle A\rangle=n_{\rm ind}\mathcal V/2$, because $\cos^2$ averages to one half. Hence
\begin{equation}
\chi(q,0)=-\frac4{\mathcal V}\sum_{m\ne0}\frac{|\langle m|A|0\rangle|^2}{E_m-E_0}\le0,
\qquad \frac1{\epsilon(q,0)}\le1 .
\label{bound}
\end{equation}
A finite $\epsilon$ between 0 and 1 would have an inverse above one and is excluded. Two branches remain, $\epsilon\ge1$ and $\epsilon<0$.

The same bound in terms of frequencies shows what causality contributes. With time factor $e^{-i\omega t}$, $f=1/\epsilon-1=v\chi$ is analytic in the upper half-plane, because density follows the external potential in time and a stable system has no growing response. Integrate $f(\omega)/\omega$ along the real axis, passing above $\omega=0$, and close the contour by a large upper arc, which contributes nothing since $f$ decays. The small half-circle contributes $-i\pi f(0)$, so $\mathcal P\!\int d\omega\,f/\omega=i\pi f(0)$. Taking the imaginary part, and using that $\operatorname{Im}f$ is odd,
\begin{equation}
\frac1{\epsilon(q,0)}=1+\frac2\pi\int_0^\infty d\omega\,\frac{\operatorname{Im}[1/\epsilon(q,\omega)]}{\omega}.
\label{kk}
\end{equation}
Causality does not fix the sign of the integrand. For a drive $\phi_{\rm ext}\cos\omega t$ the mean absorbed power is the average of $\langle A\rangle\,d(\phi_{\rm ext}\cos\omega t)/dt$, which equals $-\tfrac14\mathcal V\omega\phi_{\rm ext}^2\operatorname{Im}\chi$. A system in its ground state can only take up energy, so $\operatorname{Im}\chi\le0$ for $\omega>0$. In this frequency form the bound therefore rests on causality and this passivity together.

\subsection{Why the RPA stays above one}

Let $E_k=\hbar^2k^2/2m$ and let $f_k$ be the Fermi occupation. The response of independent electrons is
\begin{equation}
\chi_0=2\!\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_k-f_{k+q}}{\hbar\omega+i0+E_k-E_{k+q}} .
\end{equation}
Write $f_k-f_{k+q}=f_k(1-f_{k+q})-f_{k+q}(1-f_k)$ and substitute $\mathbf k\to-\mathbf k-\mathbf q$ in the second part. With $\hbar\Omega_k=E_{k+q}-E_k$, which is not negative where $f_k(1-f_{k+q})\neq0$, this gives
\begin{equation}
P\equiv-v\chi_0=\frac{2v}{\hbar}\int\!\frac{d^3k}{(2\pi)^3}\,f_k(1-f_{k+q})\,\frac{2\Omega_k}{\Omega_k^2-\omega^2},
\label{P}
\end{equation}
where $\omega$ is approached from above the real axis. The static $P$ is positive. The RPA sets $n_{\rm ind}=\chi_0\phi_{\rm tot}$, so $\epsilon_{\rm RPA}=1+P>1$. This is a property of the approximation, not of stable matter in general.

\subsection{The local field opens the other branch}

Now let electrons also feel an exchange-correlation potential $f_{xc}n_{\rm ind}$, and define $G=-f_{xc}/v$. Then
\begin{equation}
n_{\rm ind}=\chi_0(\phi_{\rm tot}+f_{xc}n_{\rm ind})
\;\Rightarrow\;
n_{\rm ind}=\frac{\chi_0\,\phi_{\rm tot}}{1-\chi_0f_{xc}} .
\end{equation}
Since $\chi_0f_{xc}=GP$ and $\epsilon=1-vn_{\rm ind}/\phi_{\rm tot}$,
\begin{equation}
\epsilon=1+\frac P{1-GP},\qquad
\frac1\epsilon=1-\frac P{1+(1-G)P}.
\label{lf}
\end{equation}
In a stable gas $\epsilon$ is negative when $GP>1$. Stability is a different condition. I take $G$ real and independent of frequency. By \eqref{P}, $P$ is complex when $\omega^2$ is complex, so $1+(1-G)P$ can vanish in the upper half-plane only at $\omega=iu'$ with $u'>0$. There $P$ is positive and falls steadily from its static value to zero, so $1+(1-G)P$ runs monotonically from its static value to 1. If the static value is positive, $1/\epsilon$ has no unstable pole. Static screening is thus negative in a stable gas when
\begin{equation}
1<GP<1+P .
\end{equation}

For long waves this has a thermodynamic meaning. Let $u_0(n)$ be the energy density of the uniform gas. The pressure is $p=nu_0'-u_0$, so the compressibility $K$ obeys $1/K=n\,dp/dn=n^2u_0''$. The kinetic part of $u_0''$ is $dE_F/dn=2E_F/3n=1/N_0$, where $N_0$ is the density of states at the Fermi energy for both spins. The local density kernel is the remainder, $f_{xc}=u_0''-1/N_0$. As $q\to0$, $\chi_0\to-N_0$, and \eqref{lf} gives
\begin{equation}
\epsilon\to1+\frac{vN_0}{1+f_{xc}N_0}=1+\frac v{u_0''}=1+\frac{e^2n^2K}{\epsilon_0q^2}.
\end{equation}
Negative $K$ means negative $\epsilon$. The gas does not collapse, because a density wave on a rigid background costs an energy proportional to $u_0''+v$, and $v$ diverges as $q\to0$. If the background could follow the electrons and neutralize the wave, this electrostatic cost would disappear. Stability would then require the background's own stiffness to outweigh the negative $u_0''$.

\subsection{Your case in numbers}

Static $L=-\chi_0/N_0$ is needed in closed form, and the dynamic one below. Set $Q=q/k_F$ and $W=\hbar\omega/E_F$. Shifting the second term of $\chi_0$ so that both terms contain $f_k$ leaves denominators $2Q(z_\mp-\kappa_z)$, with $z_\pm=W/2Q\pm Q/2$ and $\boldsymbol\kappa=\mathbf k/k_F$. Integration over the unit sphere gives
\begin{align}
\int_{\kappa<1}\frac{d^3\kappa}{z-\kappa_z}&=\pi\int_{-1}^1\frac{1-y^2}{z-y}\,dy=\pi H(z),\\
H(z)&=2z+(1-z^2)\ln\frac{z+1}{z-1}.
\end{align}
The prefactor is $k_F^3/(8\pi^2E_FQ)=N_0/4Q$, so
\begin{equation}
L=\frac{H(z_+)-H(z_-)}{4Q},\qquad
L_{\rm static}=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|,
\label{lind}
\end{equation}
with $x=Q/2$. Expanding the logarithm gives $L_{\rm static}=1-\sum_{j\ge1}x^{2j}/(4j^2-1)$ for $x<1$ and $\sum_{j\ge1}x^{-2j}/(4j^2-1)$ for $x>1$. It falls steadily from 1 to 0.

At $r_s=8$ the density is $3.147\ \mathrm{nm^{-3}}$, $k_F=4.533\ \mathrm{nm^{-1}}$, $E_F=0.783$ eV and $N_0=3n/2E_F=6.028\ \mathrm{eV^{-1}nm^{-3}}$. Local density exchange with Perdew--Wang correlation gives $f_{xc}=-0.2636\ \mathrm{eV\,nm^3}$. Then $-f_{xc}N_0=1.589$ and $e^2N_0/(\epsilon_0k_F^2)=5.3075$. At $Q=1.5$, $L=0.7838$ and
\begin{align}
P&=5.3075\times0.7838/2.25=1.849,\\
GP&=1.589\times0.7838=1.245,\\
\epsilon&=1+1.849/(1-1.245)\approx-6.5 .
\end{align}
Your number is what this model gives. With $G=0.674$ the stability expression is $1+0.326\times1.849=1.60$, which is positive. On a grid from $0.05$ to $6\,k_F$ its smallest value is 0.81.

\begin{center}
\begin{tabular}{cccccc}
$q/k_F$ & $P$ & $G$ & $\epsilon_{\rm RPA}$ & $\epsilon$ & $1/\epsilon$\\
0.5 & 20.78 & 0.07 & 21.8 & $-36.4$ & $-0.027$\\
1.0 & 4.84 & 0.30 & 5.8 & $-9.8$ & $-0.102$\\
1.5 & 1.85 & 0.67 & 2.8 & $-6.5$ & $-0.153$\\
1.9 & 0.87 & 1.08 & 1.9 & 16.5 & 0.060\\
2.5 & 0.21 & 1.87 & 1.2 & 1.4 & 0.736
\end{tabular}
\end{center}

At $1.5\,k_F$ an external potential of 10 meV leaves an electrostatic total of $-1.5$ meV on a test charge: the electrons overcompensate it. An electron of the gas also feels $f_{xc}n_{\rm ind}$, and its potential $\phi_{\rm ext}/[1+(1-G)P]=6.2$ meV keeps the original sign. Between 1.5 and $1.9\,k_F$ the sign changes without passing the forbidden interval. At $q=1.85\,k_F$, where $GP=1$, $1/\epsilon$ goes smoothly through zero and $\epsilon$ through infinity. The induced density stays finite there and cancels the external potential.

Because $L_{\rm static}\le1$, this model needs $-f_{xc}N_0>1$ for a negative value. That happens beyond $r_s=5.25$, where $K$ changes sign. At $r_s=2$, $-f_{xc}N_0=0.355$, and at $1.5\,k_F$ one finds $\epsilon=1.64$ against 1.46 in the RPA. The kernel is tied to the compressibility of the chosen functional only at long wavelength; its use at $q\sim k_F$ is an approximation, so the numbers there are model values. With Perdew--Zunger or Vosko--Wilk--Nusair correlation, $\epsilon(1.5\,k_F)$ becomes $-6.44$ or $-6.57$, and with Perdew--Zunger the compressibility changes sign at $r_s=5.24$. With the Corradini fit of $G(q)$ to Monte Carlo data it becomes about $-8.4$, and the divergence moves from $1.85$ to about $1.75\,k_F$. The negative sign at $1.5\,k_F$ survives in each case.

\subsection{Where the Kramers--Kronig argument breaks}

Keep $G$ static and use the dynamic $L$ of \eqref{lind}. When the static $GP$ exceeds one, the steady fall of $P$ along the imaginary axis guarantees a frequency $iu$ at which $GP=1$. There $\epsilon$ has a pole. Near it, with $\omega=iu'$,
\begin{equation}
\epsilon-1\simeq\frac s{u'-u}=\frac{is}{\omega-iu},\qquad
s=\frac{P}{-G\,dP/du'}\bigg|_{u'=u}>0 .
\end{equation}
Repeat the contour integral for $(\epsilon-1)/\omega$. The pole has residue $is/(iu)=s/u$, so the integral no longer vanishes:
\begin{equation}
\mathcal P\!\int_{-\infty}^{\infty}d\omega\,\frac{\epsilon-1}{\omega}-i\pi[\epsilon(q,0)-1]=2\pi i\,\frac su .
\end{equation}
For $q<2k_F$ the continuum of $\Omega_k$ starts at zero. By \eqref{P}, $\operatorname{Im}P\neq0$ inside it and $P<0$ above it, so with $G>0$ the condition $GP=1$ cannot be met and $\epsilon$ has no pole on the real axis. The imaginary part then gives
\begin{equation}
\epsilon(q,0)=1+\frac2\pi\int_0^\infty d\omega\,\frac{\operatorname{Im}\epsilon}{\omega}-\frac{2s}{u}.
\label{corrected}
\end{equation}
Your premise $\operatorname{Im}\epsilon=\operatorname{Im}P/|1-GP|^2\ge0$ is correct; the last term was missing. With numerical quadrature for the integral and a root search for $u$, the case $q=1.5\,k_F$ gives $7.46-14.00=-6.54$. At $0.5\,k_F$ it gives $23.7-60.2=-36.4$ (rounded separately).

The pole describes another experiment. Suppose $\phi_{\rm tot}$ is held at zero. The external charge must then cancel $vn_{\rm ind}$ at every instant, which removes the electrostatic cost of a density wave. What remains is $n_{\rm ind}=\chi_0f_{xc}n_{\rm ind}$, that is $GP=1$, solved by a density growing as $e^{ut}$, with $u=4.0\times10^{14}\ \mathrm{s^{-1}}$ at $1.5\,k_F$. With the external charge prescribed instead, the cost is present and nothing grows.

Relation \eqref{kk} needs no such correction. At $1.5\,k_F$ the particle-hole continuum contributes 1.153 to $1-1/\epsilon$, so $1/\epsilon=-0.153$. At $0.5\,k_F$ the continuum gives 0.051. A plasmon at 2.11 eV, where $1+(1-G)P=0$, adds 0.976, and $1/\epsilon=-0.027$. A pole $R/(\omega-\omega_p)$ of $1/\epsilon$ enters this sum as $2R/\omega_p$.

\subsection{A case without a local-field model}

Two electrons on a ring of $N=16$ sites can be diagonalized in full. Each has kinetic energy $t(2-2\cos k)$. They interact through
\begin{equation}
U(x_1-x_2)=\frac1N\sum_{q\ne0}v_q\cos q(x_1-x_2),\qquad v_q=\frac{V}{2-2\cos q},
\end{equation}
with $V=2t$. Take $q=\pi/4$, so $v_q=3.414\,t$. A weak potential $\phi\cos qx$ applied with both signs to the full Hamiltonian gives $\langle A\rangle/\phi=-9.196/t$. The density amplitude is $2\langle A\rangle/N$, hence
\begin{equation}
\frac1\epsilon=1-\frac{2}{16}\times3.414\times9.196=-2.92,\qquad \epsilon=-0.34 .
\end{equation}
Without interaction, $A$ acts on the singlet ground state with both electrons at $k=0$ and promotes one electron or the other to $\pm q$. These are four final states of amplitude $1/2$, with total squared amplitude 1 and energy $t(2-2\cos q)=0.586\,t$. The response is $-2/(0.586\,t)=-3.41/t$, and the RPA value is $1+\tfrac{2}{16}\times3.414\times3.41=2.46$. The negative sign therefore occurs in a fully solved ground state and respects the bound, but its origin is not that of the gas. The two electrons sit mostly on opposite sides of the ring, and 98\% of the response comes from one level at $0.291\,t$, close to the energy $2t(2-2\cos\tfrac\pi8)=0.304\,t$ of the pair sliding as a whole. Among the first five harmonics $1/\epsilon$ is negative only at $q=\pi/4$, and at $V=0.5t$ it is positive there too. With so few particles the sign is also easy to obtain: one electron alone gives $1/\epsilon=-9.8$ at $q=\pi/8$, because $v_qn_{\rm ind}$ counts a field that it does not feel. The example says nothing quantitative about the three-dimensional gas.

\subsection{What this means for $GW$}

With RPA screening the static $W=v/\epsilon$ lies between 0 and $v$. With the local field included, $v/\epsilon$ can have negative Fourier components, and this alone is no reason to reject a calculation. The quantity to inspect is $1+(1-G)P$: if its static value is negative at some $q$, it must cross zero on the way to 1 along the imaginary frequency axis. Then $1/\epsilon$ has a growing pole, the uniform state is unstable in the model, and the static response formulas above no longer describe it. Also, $v/\epsilon$ is the interaction between two external test charges. An electron additionally feels $f_{xc}n_{\rm ind}$, so replacing $W$ by this $v/\epsilon$ does not by itself supply the corresponding vertex correction in the self-energy.
